# Equation-of-Motion Coupled Cluster: Biorthogonal Eigenvectors and the Reference Coefficient: a numerical check

```python
# Result under test: EOM-CC excited states R exp(T)|0> obey, in the space P of
# the reference, singles and doubles, a non-symmetric eigenproblem of
# Hbar = exp(-T) H exp(T) with blocks [[E0, eta], [0, A]].  Then
#   (A - E0) r = omega r   and   r0 = eta.r / omega = -lambda.r ,
# where r0 is the reference coefficient, r the excited amplitudes (r.r = 1),
# eta the reference row of Hbar, and (1, lambda) the left ground vector.
# All operators are explicit matrices over the Ms = 0 determinants of LiH.
from itertools import combinations
import numpy as np
from scipy.linalg import eig
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, fci, ao2mo
from pyscf.cc import eom_rccsd

EV = physical_constants['Hartree energy in eV'][0]
bond = 1.6
mol = gto.M(atom=[['Li', (0, 0, 0)], ['H', (0, 0, bond)]],
            basis='sto-3g', unit='Angstrom', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.conv_tol_grad = 1e-9
mf.kernel()
C, eps = mf.mo_coeff, mf.mo_energy
n = C.shape[1]
h1 = C.T @ mf.get_hcore() @ C
g2 = ao2mo.restore(1, ao2mo.kernel(mol, C), n)

# ---- determinants = (alpha string) x (beta string), two electrons each ----
strings = list(combinations(range(n), 2))
where = {s: k for k, s in enumerate(strings)}
ns = len(strings)
nd = ns * ns
I_s, I_d = np.eye(ns), np.eye(nd)


def hop(p, q):
    """Matrix of a+_p a_q over the strings of one spin."""
    m = np.zeros((ns, ns))
    for col, s in enumerate(strings):
        if q not in s:
            continue
        rest = [o for o in s if o != q]
        if p in rest:
            continue
        sign = (-1) ** (s.index(q) + sum(o < p for o in rest))
        m[where[tuple(sorted(rest + [p]))], col] = sign
    return m


hops = np.array([[hop(p, q) for q in range(n)] for p in range(n)])
Ea = np.array([[np.kron(hops[p, q], I_s) for q in range(n)] for p in range(n)])
Eb = np.array([[np.kron(I_s, hops[p, q]) for q in range(n)] for p in range(n)])
E = Ea + Eb
h_eff = h1 - 0.5 * np.einsum('prrs->ps', g2)
H = mol.energy_nuc() * I_d + np.tensordot(h_eff, E, axes=2)
S2 = 2.0 * I_d
for p in range(n):
    for q in range(n):
        H += 0.5 * E[p, q] @ np.tensordot(g2[p, q], E, axes=2)
        S2 -= Ea[p, q] @ Eb[q, p]

# ---- excitation operators, normalized so that each maps |0> to |mu> ----
X, rank_s, gap_s = [], [], []
for k, s in enumerate(strings):
    holes = [i for i in (0, 1) if i not in s]
    parts = [a for a in s if a > 1]
    x = np.eye(ns)
    for a, i in zip(parts, holes):
        x = hops[a, i] @ x
    X.append(x * x[k, 0])
    rank_s.append(len(holes))
    gap_s.append(sum(eps[a] for a in parts) - sum(eps[i] for i in holes))
X, rank_s, gap_s = np.array(X), np.array(rank_s), np.array(gap_s)
level = (rank_s[:, None] + rank_s[None, :]).ravel()
gaps = (gap_s[:, None] + gap_s[None, :]).ravel()
ref = I_d[0]
P = np.where(level <= 2)[0]
exc = P[1:]
assert P[0] == 0


def op(v):
    """Excitation operator with amplitudes v, as a matrix."""
    half = np.tensordot(v.reshape(ns, ns), X, axes=1)
    full = np.tensordot(X, half, axes=([0], [0]))
    return full.transpose(0, 2, 1, 3).reshape(nd, nd)


def exp_vec(T, v):
    total, term = v.copy(), v.copy()
    for k in range(1, 5):
        term = T @ term / k
        total = total + term
    return total


def hbar_ref(t):
    """The vector exp(-T) H exp(T) |0>."""
    T = op(t)
    return exp_vec(-T, H @ exp_vec(T, ref))


def hbar_matrix(T):
    return exp_vec(-T, H @ exp_vec(T, I_d))


# ---- CCSD amplitudes ----
t = np.zeros(nd)
for cycle in range(1000):
    res = hbar_ref(t)
    if np.abs(res[exc]).max() < 1e-11:
        break
    t[exc] -= res[exc] / gaps[exc]
assert np.abs(res[exc]).max() < 1e-10
T = op(t)
E0 = res[0]
mycc = cc.CCSD(mf)
mycc.conv_tol, mycc.conv_tol_normt, mycc.max_cycle = 1e-11, 1e-8, 200
mycc.kernel()
e_fci = fci.FCI(mf).kernel()[0]
ew, ev = np.linalg.eigh(H)
assert abs(H[0, 0] - mf.e_tot) < 1e-8
assert abs(ew[0] - e_fci) < 1e-7
assert abs(E0 - mycc.e_tot) < 1e-7

# ---- Hbar in P: right and left eigenvectors found separately ----
Hb = hbar_matrix(T)
M = Hb[np.ix_(P, P)]
A, eta = M[1:, 1:], M[0, 1:]
w, VL, VR = eig(M, left=True, right=True)
order = np.argsort(w.real)
w, VL, VR = w[order], VL[:, order], VR[:, order]
omega = w - E0
assert abs(omega[0]) < 1e-8
assert np.abs(VR[1:, 0]).max() < 1e-8
assert np.abs(VL[0, 1:]).max() < 1e-7
overlap = VL.conj().T @ VR
separate = np.abs(w[:, None] - w[None, :]) > 1e-5
biorth_err = np.abs(overlap[separate]).max()
assert biorth_err < 1e-7
lam = np.linalg.solve((A - E0 * np.eye(len(exc))).T, -eta)
assert np.allclose(VL[1:, 0] / VL[0, 0], lam, atol=1e-7)
VR[:, 1:] /= np.linalg.norm(VR[1:, 1:], axis=0)
r0_all = VR[0, 1:]
assert np.allclose(r0_all, eta @ VR[1:, 1:] / omega[1:], atol=1e-7)
assert np.allclose(r0_all, -lam @ VR[1:, 1:], atol=1e-7)

# ---- A - E0 is the Jacobian of the amplitude equations ----
step = 1e-4
jac = np.zeros_like(A)
for k, mu in enumerate(exc):
    d = step * I_d[mu]
    jac[:, k] = (hbar_ref(t + d) - hbar_ref(t - d))[exc] / (2 * step)
jac_err = np.abs(jac - (A - E0 * np.eye(len(exc)))).max()
assert jac_err < 1e-6

# ---- independent EOM-CCSD code ----
eom = eom_rccsd.EOMEESinglet(mycc)
eom.conv_tol, eom.max_cycle = 1e-9, 200
pyscf_roots = np.atleast_1d(eom.kernel(nroots=3)[0]).real

# ---- symmetry labels: S^2 and parity of the number of pi electrons ----
pi_ao = mol.search_ao_label(['Li 2px', 'Li 2py'])
is_pi = np.abs(C[pi_ao]).max(axis=0) > 1e-4
assert is_pi.sum() == 2
par_s = np.array([(-1) ** sum(int(is_pi[o]) for o in s) for s in strings])
parity = np.kron(par_s, par_s)


def labels(v):
    norm = np.vdot(v, v).real
    return (np.vdot(v, S2 @ v).real / norm,
            np.vdot(v, parity * v).real / norm)


def embed(v):
    full = np.zeros(nd, dtype=v.dtype)
    full[P] = v
    return full


lab = [labels(embed(VR[:, k])) for k in range(len(P))]
lab_fci = [labels(ev[:, k]) for k in range(nd)]
other = [k for k in range(1, len(P)) if lab[k][0] > 0.5 or lab[k][1] < 0]
forbidden_r0 = np.abs(VR[0, other]).max()
assert forbidden_r0 < 1e-6


def fci_partner(k):
    """Full-CI state of the same labels and the same rank among them."""
    key = tuple(np.rint(lab[k]))
    place = sum(tuple(np.rint(lab[j])) == key for j in range(k))
    return [j for j in range(nd) if tuple(np.rint(lab_fci[j])) == key][place]


# ---- the lowest totally symmetric excited singlet ----
m = next(k for k in range(1, len(P)) if lab[k][0] < 0.5 and lab[k][1] > 0)
assert abs(w[m].imag) < 1e-10
om = omega[m].real
R = VR[:, m].real
R = R / np.linalg.norm(R[1:])
R = R * np.sign(R[1 + np.argmax(np.abs(R[1:]))])
r0, r = R[0], R[1:]
left = VL[1:, m].real
left = left / (left @ r)
assert abs(r0) > 1e-4
assert np.abs(pyscf_roots - om).min() < 1e-5
singlets = [omega[k].real for k in range(1, len(P)) if lab[k][0] < 0.5]
for root in pyscf_roots:
    assert np.abs(np.array(singlets) - root).min() < 1e-5

# ---- commutation, and the commutator equation for truncated T ----
Rop = op(embed(R))
comm_RT = np.abs(Rop @ T - T @ Rop).max()
Lop = op(embed(np.concatenate([[0.0], left]))).T
comm_LT = np.abs(Lop @ T - T @ Lop).max()
assert comm_RT < 1e-12 and comm_LT > 1e-3
outside = np.linalg.norm((Hb @ ref)[level > 2])
assert outside > 1e-6
commutator = (Hb @ (Rop @ ref) - Rop @ (Hb @ ref))[P]
assert np.allclose(commutator, om * R, atol=1e-8)

# ---- structure of eta ----
single, double = level[exc] == 1, level[exc] == 2
T1 = op(t * (level == 1))
assert np.abs(H[0, exc[single]]).max() < 1e-7
assert np.allclose(eta[double], H[0, exc[double]], atol=1e-10)
assert np.allclose(eta[single], (H + H @ T1)[0, exc[single]], atol=1e-10)
part1, part2 = eta[single] @ r[single], eta[double] @ r[double]

# ---- without the amplitude equations E0 is not an eigenvalue ----
M9 = hbar_matrix(0.9 * T)[np.ix_(P, P)]
miss = np.abs(np.linalg.eigvals(M9) - M9[0, 0]).min()
assert miss > 1e-4

# ---- untruncated T from the full-CI ground state ----
c = ev[:, 0] / ev[0, 0]
Cx = op(c) - I_d
C2 = Cx @ Cx
Tf = Cx - C2 / 2 + C2 @ Cx / 3 - C2 @ C2 / 4
assert np.allclose(exp_vec(Tf, ref), c, atol=1e-9)
Hf = hbar_matrix(Tf)
assert np.abs(Hf[1:, 0]).max() < 1e-8
Rf = exp_vec(-Tf, ev)
r0_formula = Hf[0, 1:] @ Rf[1:, 1:] / (ew[1:] - ew[0])
assert np.allclose(r0_formula, ev[0, 1:], atol=1e-8)
mf_k = fci_partner(m)
rf = Rf[:, mf_k] / np.linalg.norm(Rf[1:, mf_k])
rf = rf * np.sign(rf[exc] @ r)
om_f = ew[mf_k] - ew[0]
ket = exp_vec(T, embed(R))
assert abs(ket[0] - r0) < 1e-12

print(f"LiH, STO-3G, bond length          {bond:.2f} angstrom")
print(f"determinants with Ms=0            {nd}")
print(f"singles, doubles                  {single.sum()}, {double.sum()}")
print(f"RHF energy                        {mf.e_tot:.6f} hartree")
print(f"CCSD energy E0                    {E0:.6f} hartree")
print(f"full-CI ground energy             {ew[0]:.6f} hartree")
print(f"norm of Hbar|0> above doubles     {outside:.3e} hartree")
print(f"largest element of [R,T]          {comm_RT:.1e}")
print(f"largest element of [L,T]          {comm_LT:.4f}")
print(f"largest Jacobian deviation        {jac_err:.1e} hartree")
print(f"largest biorthogonality error     {biorth_err:.1e}")
print(f"largest |Im omega|, all states    {np.abs(w.imag).max():.1e} hartree")
print(f"largest |r0|, other symmetry      {forbidden_r0:.1e}")
print(f"0.9 T: distance of <0|Hbar|0> from spectrum {miss:.6f} hartree")
print("Lowest states: omega, full-CI omega (hartree), S^2, pi parity, |r0|")
for k in range(1, 8):
    f = ew[fci_partner(k)] - ew[0]
    print(f"  {k}  {omega[k].real:.6f}  {f:.6f}  {abs(lab[k][0]):.2f}"
          f"  {lab[k][1]:+.0f}  {abs(VR[0, k]):.5f}")
print(f"Followed state: number {m} in the list")
print(f"omega, EOM-CCSD                   {om:.6f} hartree = {om*EV:.4f} eV")
print(f"omega, full CI                    {om_f:.6f} hartree = {om_f*EV:.4f} eV")
print(f"omega, independent EOM-CCSD code  "
      f"{pyscf_roots[np.argmin(np.abs(pyscf_roots - om))]:.6f} hartree")
print(f"singles share of r.r              {r[single] @ r[single]:.5f}")
print(f"eta.r from singles                {part1:.6f} hartree")
print(f"eta.r from doubles                {part2:.6f} hartree")
print(f"eta.r total                       {part1 + part2:.6f} hartree")
print(f"r0 = eta.r/omega                  {(part1 + part2) / om:.6f}")
print(f"r0 = -lambda.r                    {-lam @ r:.6f}")
print(f"r0 from the eigenvector           {r0:.6f}")
print(f"r0, untruncated T                 {rf[0]:.6f}")
print(f"norm of l when l.r=1, r.r=1       {np.linalg.norm(left):.6f}")
print(f"largest |l - r| component         {np.abs(left - r).max():.6f}")
print(f"reference weight in ket, EOM-CCSD {r0**2 / (ket @ ket):.6f}")
print(f"reference weight in ket, full CI  {ev[0, mf_k]**2:.6f}")
print("all good")
```

Running it gives:

```
LiH, STO-3G, bond length          1.60 angstrom
determinants with Ms=0            225
singles, doubles                  16, 76
RHF energy                        -7.861865 hartree
CCSD energy E0                    -7.882314 hartree
full-CI ground energy             -7.882324 hartree
norm of Hbar|0> above doubles     5.741e-03 hartree
largest element of [R,T]          4.3e-19
largest element of [L,T]          0.0775
largest Jacobian deviation        5.8e-12 hartree
largest biorthogonality error     2.3e-15
largest |Im omega|, all states    0.0e+00 hartree
largest |r0|, other symmetry      1.1e-14
0.9 T: distance of <0|Hbar|0> from spectrum 0.002044 hartree
Lowest states: omega, full-CI omega (hartree), S^2, pi parity, |r0|
  1  0.115681  0.115655  2.00  +1  0.00000
  2  0.132970  0.132910  0.00  +1  0.07335
  3  0.165755  0.165736  2.00  -1  0.00000
  4  0.165755  0.165736  2.00  -1  0.00000
  5  0.185190  0.185131  0.00  -1  0.00000
  6  0.185190  0.185131  0.00  -1  0.00000
  7  0.398251  0.398240  2.00  +1  0.00000
Followed state: number 2 in the list
omega, EOM-CCSD                   0.132970 hartree = 3.6183 eV
omega, full CI                    0.132910 hartree = 3.6167 eV
omega, independent EOM-CCSD code  0.132970 hartree
singles share of r.r              0.88388
eta.r from singles                0.000447 hartree
eta.r from doubles                -0.010200 hartree
eta.r total                       -0.009753 hartree
r0 = eta.r/omega                  -0.073347
r0 = -lambda.r                    -0.073347
r0 from the eigenvector           -0.073347
r0, untruncated T                 -0.073511
norm of l when l.r=1, r.r=1       1.001389
largest |l - r| component         0.049229
reference weight in ket, EOM-CCSD 0.005520
reference weight in ket, full CI  0.005546
all good
```
